# Finite Contact Length in a Circular van der Pauw Sample

A disk 5 mm across carries three point contacts and one contact 0.5 mm long on its edge. For a film of true sheet resistance 6241.5 ohm and mobility 100 cm$^2$/Vs in a field of 1 T, the van der Pauw procedure returns a sheet resistance that is 0.09 % low and a Hall coefficient that is 2.03 % low. One contact causes both errors, yet they differ by a factor of 22. The main reason is that they follow different powers of the contact length: this gives a factor of 10, the ratio of disk diameter to contact length, and the numerical coefficients give the remaining 2.2.

## Setting and statement

The film is uniform, isotropic and free of holes. $\mathbf J$ is the current per unit width, $\rho$ the sheet resistance and $\rho_H=R_HB$ the Hall resistance, with

$$\mathbf E=\rho\,\mathbf J+\rho_H\,\hat z\times\mathbf J,\qquad \rho_H=\rho\tan\Theta,\quad |\Theta|<\pi/2 .\tag{1}$$

With $B$ along $\hat z$, $R_H$ is positive for holes. The algebra holds in atomic units, where resistance is counted in $\hbar/e^2$.

Contacts 1, 2, 3, 4 lie at edge angles $\theta=0,\pi/2,\pi,3\pi/2$, counted counterclockwise. Contact 1 is an equipotential arc of length $d$ centred on $\theta=0$; the others are points. The disk has diameter $D$, so the arc covers $|\theta|\le\delta$ with $\delta=d/D$. Let $R_{ij,kl}=(V_k-V_l)/I$ when current $I$ enters at $i$ and leaves at $j$. The apparent sheet resistance $\rho_{app}$ solves the van der Pauw equation at $B=0$,

$$e^{-\pi R_a/\rho_{app}}+e^{-\pi R_b/\rho_{app}}=1,\qquad R_a=R_{21,34},\; R_b=R_{23,14}, \tag{2}$$

and the apparent Hall coefficient is $R_{H,app}=R_{13,24}/B$.

**Theorem.** Let $\delta<\pi/2$, $a=\tan(\delta/2)$ and $q=(1-\sqrt{1-a^2})/a$. Then

$$\frac{\rho_{app}}{\rho}=1-\frac{\ln(1+q^2)}{\ln2}=1-\frac{d^2}{16\ln2\,D^2}+O(\delta^4),\tag{3}$$

$$\frac{R_{H,app}}{R_H}=1-\frac{2}{\pi^2}\frac dD\,\frac{\Theta}{\tan\Theta}+O(\delta^3)\quad(\Theta\text{ fixed}).\tag{4}$$

In weak field $\Theta/\tan\Theta\to1$.

## Two lemmas

**Lemma 1 (conformal invariance).** The function $f=J_x-iJ_y$ is analytic in $z=x+iy$, and along any path

$$\mathbf E\cdot d\mathbf l=\rho\,\mathrm{Re}(f\,dz)+\rho_H\,\mathrm{Im}(f\,dz).\tag{5}$$

*Proof.* Taking the curl of (1) gives $0=\rho\,\mathrm{curl}\,\mathbf J+\rho_H\,\mathrm{div}\,\mathbf J$. Since $\mathrm{div}\,\mathbf J=0$, the curl of $\mathbf J$ vanishes too, and these two conditions are the Cauchy–Riemann equations for $f$. Next,
$f\,dz=(J_xdx+J_ydy)+i(J_xdy-J_ydx)$. The imaginary part is $(\hat z\times\mathbf J)\cdot d\mathbf l$, which proves (5). It is also the current crossing the path from left to right. ∎

A conformal map that carries $f\,dz$ along therefore preserves currents and voltages, with or without a field. The map that sends the edge angle $\theta$ to $x=\tan(\theta/2)$ takes the disk to the upper half plane. Contact 1 becomes $[-a,a]$, and contacts 2, 3, 4 go to $1,\infty,-1$. The condition $\delta<\pi/2$ means $a<1$, so that contact 1 touches neither neighbour.

**Lemma 2 (reciprocity).** For distinct current and voltage contacts, $R_{ij,kl}(B)=R_{kl,ij}(-B)$.

*Proof.* Let $A$ be a flow at field $B$ and $A'$ one at $-B$. From (1),
$$\mathbf E\cdot\mathbf J'-\mathbf E'\cdot\mathbf J=\rho_H[(\hat z\times\mathbf J)\cdot\mathbf J'+(\hat z\times\mathbf J')\cdot\mathbf J]=0 .$$
With $\mathbf E=-\nabla V$, the divergence theorem gives $\int\mathbf E\cdot\mathbf J'\,dA=\sum_kV_kI'_k$, where $I'_k$ enters at contact $k$. Hence $\sum V_kI'_k=\sum V'_kI_k$. Driving $A$ through $i,j$ and $A'$ through $k,l$ with equal currents gives the claim. ∎

## Point contacts as reference

For four points $x_1<x_2<x_3<x_4$ on the edge of the half plane, a source $I$ at $x_i$ contributes $-(\rho I/\pi)\ln|x-x_i|$ to the potential at $B=0$: its radial current density $I/(\pi r)$ integrates to $I$ over a half circle. Adding source and sink gives

$$e^{-\pi R_a/\rho}=\frac{(x_3-x_2)(x_4-x_1)}{(x_4-x_2)(x_3-x_1)},\qquad e^{-\pi R_b/\rho}=\frac{(x_4-x_3)(x_2-x_1)}{(x_4-x_2)(x_3-x_1)} .$$

The numerators add up to $x_3x_4+x_1x_2-x_1x_4-x_2x_3$, which is the common denominator. So (2) returns the true $\rho$ wherever the points lie.

For the Hall resistance with $a=0$, current from 1 to 3 has $f=I/(\pi z)$. On the half circle $z=e^{i\chi}$ from contact 2 to contact 4, $f\,dz=i(I/\pi)d\chi$, and (5) gives $V_2-V_4=\rho_HI$. Both procedures are therefore free of error for point contacts in these positions.

## Proof of the sheet-resistance law

Let $B=0$, with current $I$ entering at 2 and leaving through contact 1, held at zero potential. The map

$$z=\frac a2\left(s+\frac1s\right),\qquad |s|>1,\ \mathrm{Im}\,s>0,$$

turns contact 1 into the half circle $|s|=1$, because $s=e^{i\chi}$ gives $z=a\cos\chi$. For $z=1$ the quadratic $as^2-2s+a=0$ has the roots $q$ and $1/q$; the one outside the unit circle is $s_2=1/q$. Likewise $s_4=-1/q$ and $s_3=\infty$. The potential is that of a source and its image:

$$\phi(s)=-\frac{\rho I}{\pi}\ln\left|\frac{s-s_2}{1-s_2s}\right| .\tag{6}$$

Three properties confirm this. Near $s_2$ it has the singularity of a source $I$. It is even under $s\to\bar s$, so no current crosses the real axis. On $|s|=1$ we have $|1-s_2s|=|\bar s-s_2|=|s-s_2|$, so $\phi=0$ there. The image at $1/s_2$ lies outside the film, and $\phi$ stays finite at infinity, so all current leaves through contact 1.

The two probe potentials are

$$\phi_3=-\frac{\rho I}\pi\ln q,\qquad \phi_4=-\frac{\rho I}{\pi}\ln\frac{2/q}{1+1/q^2}=-\frac{\rho I}{\pi}\ln\frac{2q}{1+q^2},$$

so that

$$R_a=\frac{\phi_3-\phi_4}{I}=\frac\rho\pi\left[\ln2-\ln(1+q^2)\right].\tag{7}$$

Reflection in the diameter through 1 and 3 exchanges 2 and 4, hence $R_{21,34}=R_{41,32}$. Lemma 2 at $B=0$ turns this into $R_{32,41}$. Reversing the current and the voltage pair together gives $R_{23,14}=R_b$. With $R_a=R_b$, equation (2) reads $2e^{-\pi R_a/\rho_{app}}=1$, so $\rho_{app}=\pi R_a/\ln2$, which is the first form in (3).

For small $\delta$, $a=\delta/2+O(\delta^3)$ and $q=a/2+O(a^3)=\delta/4+O(\delta^3)$. Thus $\ln(1+q^2)=\delta^2/16+O(\delta^4)$, which completes (3). ∎

The square has a plain origin. Seen from afar, a short equipotential strip acts as a current source at its midpoint, which gives the point-contact result, plus two corrections. The injected current is spread symmetrically about the midpoint, so its spread first counts at order $a^2$. The field along the strip induces a dipole, which is also proportional to $a^2$. The two act in opposite directions: in the half plane and in units of $\rho/\pi$, the spread raises $R_a$ by $a^2/4$ and the dipole lowers it by $a^2/2$. Their sum is the term $-\ln(1+q^2)\simeq-a^2/4$ in (7).

## Proof of the Hall law

Now current $I$ enters at contact 1 and leaves at contact 3, with the field on. Write $\lambda=\Theta/\pi$. On the insulating edge $J_y=0$, so $f$ is real. On contact 1 the tangential field vanishes: $0=E_x=\rho J_x-\rho_HJ_y$, or $J_x=J_y\tan\Theta$. There

$$f=J_y(\tan\Theta-i)=\frac{J_y}{\cos\Theta}\,e^{-i(\pi/2-\Theta)} .$$

The function with these phases and total current $I$ is

$$f=\frac I\pi\,(z-a)^{-1/2+\lambda}(z+a)^{-1/2-\lambda}.\tag{8}$$

For $x>a$ it is positive. On the contact $z-a$ has phase $\pi$, and $f$ acquires $e^{i\pi(-1/2+\lambda)}=e^{-i(\pi/2-\Theta)}$, as required. For $x<-a$ the phase is $e^{-i\pi}=-1$, again real. At large $|z|$, $f\to I/(\pi z)$, which carries $I$ to contact 3.

The solution is unique. The ratio of any other solution to (8) is real on the whole axis and extends to the full plane by reflection. If the contact current is to be finite, each solution grows at $\pm a$ by a power weaker than $-1$. Since $|\lambda|<1/2$, the ratio is then also weaker than a simple pole, so it has no singularity. It tends to 1 at infinity, hence it equals 1.

Integrate $\mathbf E$ from the contact along each insulating edge, where $E_x=\rho J_x$:

$$V_2-V_1=-\frac{\rho I}{\pi}\int_a^1(x-a)^{-1/2+\lambda}(x+a)^{-1/2-\lambda}dx,$$

$$V_4-V_1=-\frac{\rho I}{\pi}\int_a^1(x+a)^{-1/2+\lambda}(x-a)^{-1/2-\lambda}dx .$$

In the second line $x$ was replaced by $-x$. The difference is

$$\frac{V_2-V_4}{I}=\frac{2\rho}{\pi}\int_a^1\frac{\sinh\left[\lambda\ln\frac{x+a}{x-a}\right]}{\sqrt{x^2-a^2}}\,dx .$$

Put $x=a\cosh u$. Then $dx/\sqrt{x^2-a^2}=du$ and $(\cosh u+1)/(\cosh u-1)=\coth^2(u/2)$. The upper limit satisfies $\cosh U=1/a$, so $e^{-U}=1/a-\sqrt{1/a^2-1}=q$. Hence

$$R_{13,24}=\frac{2\rho}{\pi}\int_0^U\sinh\left[\frac{2\Theta}{\pi}\ln\coth\frac u2\right]du.\tag{9}$$

This is odd in $\Theta$, so the symmetric arrangement has no offset at zero field.

For $U\to\infty$ put $t=\tanh(u/2)$, $du=2\,dt/(1-t^2)$ and $p=2\Theta/\pi$. The right side becomes

$$\frac{2\rho}{\pi}\int_0^1\frac{t^{-p}-t^p}{1-t^2}dt=\frac{2\rho}\pi\sum_{n=0}^\infty\frac{2p}{(2n+1)^2-p^2}=\rho\tan\frac{\pi p}2=\rho\tan\Theta .$$

The first step expands $1/(1-t^2)$ and integrates term by term; the second is the partial-fraction series of the tangent. This is the point-contact value. The finite contact removes the tail from $U$ to infinity:

$$\frac{R_{H,app}}{R_H}=1-\frac{2}{\pi\tan\Theta}\int_U^\infty\sinh\left[\frac{2\Theta}{\pi}\ln\coth\frac u2\right]du.\tag{10}$$

For large $u$,

$$\ln\coth\frac u2=\ln\frac{1+e^{-u}}{1-e^{-u}}=2\sum_{n=0}^\infty\frac{e^{-(2n+1)u}}{2n+1}.\tag{11}$$

The integrand is $(4\Theta/\pi)e^{-u}+O(e^{-3u})$, and the tail integral is $(4\Theta/\pi)q+O(q^3)$. The relative loss is therefore $(8/\pi^2)(\Theta/\tan\Theta)q+O(q^3)$. Inserting $q=\delta/4+O(\delta^3)$ gives (4). ∎

By Lemma 2 the same loss appears when contact 1 serves as a voltage probe and current flows from 2 to 4.

**Limits.** For $\Theta\to0$, (10) and (11) give the weak-field loss for any $\delta<\pi/2$:

$$\frac{8}{\pi^2}\sum_{n=0}^\infty\frac{q^{2n+1}}{(2n+1)^2}.\tag{12}$$

As $\delta\to\pi/2$, $q\to1$. The sum tends to $\pi^2/8$, the loss to 1, and (3) gives $\rho_{app}\to0$: the contact then shorts its two neighbours. As $\Theta\to\pi/2$ at fixed $\delta$, the tail in (10) stays finite while $\tan\Theta$ diverges, so the relative loss vanishes in this model. At $\tan\Theta=1$ and $\delta=0.1$ the loss is 1.59 %, against 2.03 % in weak field.

## Why the Hall loss is linear

Use contact 1 as a floating probe in weak field, with current $I$ from 2 to 4. Let $\mathbf J'$ be the zero-field flow of the same current $I$ from 1 to 3, and define $\psi$ by $\nabla\psi=\hat z\times\mathbf J$. Multiply (1) by $\mathbf J'$ and integrate. The left side is $(V_1-V_3)I$. The term $\rho\int\mathbf J\cdot\mathbf J'dA$ equals $(\phi'_2-\phi'_4)I$, where $\phi'$ is the potential of $\mathbf J'$, and it vanishes by mirror symmetry. The divergence theorem applied to the Hall term leaves

$$V_1-V_3=\rho_H\left(\psi_3-\langle\psi\rangle_1\right),\tag{13}$$

where $\langle\;\rangle_1$ is the average over contact 1, weighted with the current that it injects in $\mathbf J'$. To first order in the field, $\psi$ may be taken from the zero-field flow.

Take $\psi=0$ on the insulating edges beside contact 1. Going counterclockwise past the source at 2 lowers $\psi$ by $I$, so $\psi_3=-I$. A point probe has $\langle\psi\rangle_1=0$. A finite probe short-circuits the film beneath it: current enters the half nearer to 2 and returns to the film from the other half.

For small $a$, the current density along the edge at $x=0$ without the contact is $(I/\pi)(1+1)=2I/\pi$, one term each from source and sink. A uniform flow of this density past an equipotential strip has $|f|=(2I/\pi)|z|/|\sqrt{z^2-a^2}|$. Integrating its normal component on the strip from $x$ to $a$ gives the shunted current $(2I/\pi)\sqrt{a^2-x^2}$. The injected current has the distribution $1/(\pi\sqrt{a^2-x^2})$, from (8) at $\lambda=0$. Counterclockwise travel meets the returning current first, so $\psi$ is negative on the contact and

$$-\frac{\langle\psi\rangle_1}{I}=\int_{-a}^a\frac{2}{\pi}\sqrt{a^2-x^2}\,\frac{dx}{\pi\sqrt{a^2-x^2}}=\frac{4a}{\pi^2}\simeq\frac{2\delta}{\pi^2}.$$

The Hall voltage counts the current that passes between the probes, and the shunted part is proportional to the length of the contact. At $\delta=0.1$ a numerical solution on the disk gives a largest shunted fraction of 3.19 % and a weighted mean of 2.03 %, equal to the Hall loss to the digits shown.

## Remarks on other contacts

**Displacement.** Suppose the arc is off centre by an angle of order $\delta$. Its midpoint acts as a displaced point, for which (2) still holds. The remaining corrections to $R_a$ and $R_b$ are of order $\delta^2$, with coefficients that vary smoothly with position. The leading term in (3) therefore survives. With $\delta=0.1$ and a displacement of half the contact length, the numerical loss is 0.0913 %, against 0.0904 % when centred.

**Four equal contacts.** Symmetry and reciprocity give each contact the same leading error. Each disturbs the flow at the others by order $\delta^2$ at zero field, and by order $\delta$ at most in a field. This changes the sheet-resistance error of another contact only at order $\delta^4$ and its Hall error at order $\delta^2$ at most, so the leading errors add. For $\delta=0.1$ and $\tan\Theta=0.01$, the numerical losses are 0.363 % in sheet resistance and 8.13 % in the Hall coefficient.

**Metal of finite depth.** Let the metal be a half ellipse of half length $b$ and depth $w$, both small against $D$. Its exterior is $z=\frac{b+w}2s+\frac{b-w}{2s}$ with $|s|>1$. A flat contact of half length $b+w$ has $z'=\frac{b+w}2(s+1/s)$. Far away $z'-z=w/s$ is of second order in the contact size, so the leading Hall error is that of an arc of length $d+2w$, where $d=2b$.

## Worked example: a hole layer on diamond

The conducting surface of hydrogen-terminated diamond is a thin hole layer. Rough typical values at 300 K are a density $p=10^{13}$ cm$^{-2}$ and a mobility $\mu=100$ cm$^2$/Vs. The geometry is $D=5$ mm and $d=0.5$ mm, with a field of 1 T and a current of 1 µA. Then $\delta=0.5/5=0.1$ and $\tan\Theta=\mu B=0.01$. The true sheet resistance is $1/(ep\mu)=6241.5$ ohm, or 1.519 $\hbar/e^2$.

The leading laws give

$$\frac{0.1^2}{16\ln2}=0.0902\,\%,\qquad \frac{2\times0.1}{\pi^2}=2.03\,\% .$$

The closed forms give 0.0904 % and 2.03 %. The sheet resistance is read as 6235.9 ohm. Of the 62.4 µV Hall voltage, 1.27 µV is lost. The density $1/(eR_{H,app})$ comes out as $1.021\times10^{13}$ cm$^{-2}$, about 2.1 % high. The mobility $R_{H,app}/\rho_{app}$ comes out as 98.1 cm$^2$/Vs, about 1.9 % low. It inherits the linear error.

A real sample has four finite contacts. If all are alike, the Hall error grows from 2.03 % to 8.13 %. A metal depth of 0.05 mm on the one contact would raise its error to 2.44 %. The equipotential assumption is reasonable for an assumed specific contact resistance of $10^{-5}$ ohm cm$^2$: current then passes into the metal over about 0.4 µm, far less than the contact's length or depth. Misplacing one point probe by 0.05 mm adds an offset of about 40 ohm in magnitude (39.7 ohm for point current contacts), with a sign set by the direction of the shift, to a Hall resistance of 62.4 ohm. For point contacts this offset depends on $\rho$, which is even in $B$, so half the difference between readings at $+B$ and $-B$ removes it.

The step from $R_H$ to density assumes a single species of holes and a Hall scattering factor of 1. If 30 % of the holes had twice the mobility of the rest, the weak-field Hall coefficient would be multiplied by $(0.7+0.3\times4)/(0.7+0.3\times2)^2=1.124$. The one-species formula would then put the density too low, opposite in sign to the contact error and larger than that of a single contact. These shares are illustrative, not measured. The heating power scale $I^2\rho$ is 6 nW. The power dissipated in the film is this scale times a geometric factor that grows logarithmically as the current contacts shrink; the temperature rise also depends on the mounting and is not calculated. The numerical output lists the values used here.

## Calculated quantities

```
CHECKS ON THE DISK (integral equation), d/D = 0.1 unless stated
sheet loss, numeric / closed form: 9.0402e-04 / 9.0404e-04
Hall loss, numeric / closed form: 0.02029 / 0.02029
power of d, sheet / Hall: 2.003 / 1.002
Hall loss at tan(Theta)=1, numeric: 0.01594
Hall loss at tan(Theta)=1, closed form: 0.01594
shunted fraction of current, floating contact: 0.03187
weighted mean of shunted stream function: 0.02030
sheet loss, contact displaced by d/2: 9.1254e-04
four contacts, sheet loss / Hall loss: 3.6275e-03 / 0.08128
ellipse 1 x 0.2, equivalent half length: 1.2000
EXAMPLE INPUTS
hole density: 1.00e+13 cm^-2
mobility: 100.0 cm2/Vs
disk diameter: 5.00 mm
contact length: 0.50 mm
field: 1.00 T
current: 1.00 uA
temperature: 300 K
EXAMPLE RESULTS
d/D: 0.100
image parameter q: 0.025037
tan(Hall angle): 0.0100
true sheet resistance: 6241.51 ohm
same in atomic units: 1.5193 hbar/e^2
apparent sheet resistance: 6235.87 ohm
sheet error, exact form: -0.0904 %
sheet error, leading law: -0.0902 %
true sheet Hall coefficient: 6.24151e+05 cm2/C
apparent sheet Hall coefficient: 6.11484e+05 cm2/C
Hall error, exact form: -2.0295 %
Hall error, leading law: -2.0264 %
Hall error / sheet error: 22.45
apparent density: 1.0207e+13 cm^-2
apparent mobility: 98.059 cm2/Vs
true Hall voltage: 62.415 uV
Hall voltage lost: 1.267 uV
NEGLECTED EFFECTS
Hall error if all four contacts are alike: -8.13 %
metal depth assumed: 0.050 mm
Hall error with that depth: -2.437 %
specific contact resistance assumed: 1.0e-05 ohm cm2
current transfer length: 0.400 um
probe misplacement assumed: 0.050 mm
zero-field offset / Hall resistance: 39.74 / 62.42 ohm
two hole species, shares: 0.7, 0.3
two hole species, mobility ratio: 2.0
two hole species, Hall factor: 1.124
heating power scale I^2 rho: 6.24 nW
```
